# Why phonon-assisted tunnelling in silicon is weaker than direct tunnelling: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Direct versus phonon-assisted interband tunnelling in a uniform field.

Result under test (Hartree atomic units, F = force on the electron):
 direct rate/volume   F^2 sqrt(mr)/(2 pi^3 sqrt(Eg)) exp(-pi sqrt(mr) Eg^1.5/(2F))
 indirect rate/volume g L mv mc sqrt(mv+mc) 2^(1/4) sqrt(pi) F^2.5
                      / (64 pi^3 mr^0.75 B^1.75) exp(-4 sqrt(2 mr) B^1.5/(3F))
Eg gap, mv and mc band masses, mr reduced mass, g number of valleys,
B = Eg + w (phonon emission) or Eg - w (absorption), w phonon energy,
L = D^2 (N+1 or N)/(2 rho w), D deformation potential, rho mass density,
N phonon occupation. Without a phonon only vertical gaps matter.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import airy, erf, erfc

PI = np.pi
I2 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)


def direct_probability(gap, mr, force, kperp):
    speed = 0.5 * np.sqrt(gap / mr)
    return np.exp(-PI * np.sqrt(mr) * gap**1.5 / (2 * force)
                  - PI * speed * kperp**2 / force)


def direct_prefactor(gap, mr, force):
    return force**2 * np.sqrt(mr) / (2 * PI**3 * np.sqrt(gap))


def direct_rate(gap, mr, force):
    return direct_prefactor(gap, mr, force) * direct_probability(gap, mr, force, 0)


def local_density(depth, mass, force):
    """3D local density of states per spin, at 'depth' inside the gap."""
    length = (2 * mass * force) ** (-1 / 3)
    s = depth / (force * length)
    ai, aip, _, _ = airy(s)
    return mass / (2 * PI * length) * (aip**2 - s * ai**2)


def indirect_full(barrier, mv, mc, force, coupling, valleys):
    """Golden-rule energy integral; also returns the height of its peak."""
    height = np.linspace(-0.3 * barrier, 1.3 * barrier, 8001)
    f = (local_density(height, mv, force)
         * local_density(barrier - height, mc, force))
    rate = 4 * PI * valleys * coupling * np.sum(f) * (height[1] - height[0])
    return rate, height[np.argmax(f)]


def indirect_prefactor(barrier, mv, mc, force, coupling, valleys):
    mr = mv * mc / (mv + mc)
    return (valleys * coupling * mv * mc * np.sqrt(mv + mc) * 2**0.25
            * np.sqrt(PI) * force**2.5
            / (64 * PI**3 * mr**0.75 * barrier**1.75))


def indirect_exponent(barrier, mr, force):
    return 4 * np.sqrt(2 * mr) * barrier**1.5 / (3 * force)


# ---- Two-orbital chain: H(k) = common*cos k + half_gap*SZ + speed*sin k*SX
def chain(potential, mixing, common, half_gap, speed):
    n = len(potential)
    hop = common / 2 * I2 + speed / 2j * SX
    up = np.kron(np.eye(n, k=1), hop)
    h = (np.kron(np.diag(potential), I2) + np.kron(np.eye(n), half_gap * SZ)
         + np.kron(np.diag(mixing), SX) + up + up.conj().T)
    return h, hop


def conduction_population(common, half_gap, speed, force):
    """Real-space evolution of a valence packet for half a Bloch period."""
    n = 120
    x = np.arange(n) - n // 2
    k = 2 * PI * np.fft.fftfreq(n)
    hk = half_gap * SZ[None] + speed * np.sin(k)[:, None, None] * SX[None]
    size = np.sqrt(half_gap**2 + (speed * np.sin(k))**2)
    upper = 0.5 * (I2[None] + hk / size[:, None, None])
    psi = np.zeros((n, 2), complex)
    psi[:, 1] = np.exp(-x**2 / (4 * 6.0**2) + 0.5j * PI * x)
    pk = np.fft.fft(psi, axis=0)
    pk = pk - np.einsum('kab,kb->ka', upper, pk)
    psi = np.fft.ifft(pk, axis=0)
    psi /= np.linalg.norm(psi)
    h, _ = chain(force * x, np.zeros(n), common, half_gap, speed)
    e, u = np.linalg.eigh(h)
    phase = np.exp(-1j * e * PI / force)
    out = (u @ (phase * (u.conj().T @ psi.ravel()))).reshape(n, 2)
    ok = np.fft.fft(out, axis=0) / np.sqrt(n)
    population = np.sum(np.abs(np.einsum('kab,kb->ka', upper, ok))**2)
    bands = common * np.cos(k)
    return population, np.min(bands + size) - np.max(bands - size), 2 * size.min()


COMMON, HALF_GAP, SPEED = 0.65, 1.0, 0.5
pop_aligned, gap_aligned, vertical_gap = conduction_population(0.0, HALF_GAP, SPEED, 1.0)
pop_indirect, gap_indirect, vertical_2 = conduction_population(COMMON, HALF_GAP, SPEED, 1.0)
pop_small, _, _ = conduction_population(0.0, 0.5 * HALF_GAP, SPEED, 1.0)
assert gap_indirect < 0.5 * gap_aligned
assert abs(vertical_gap - vertical_2) < 1e-12
assert pop_aligned > 1e-5 and abs(pop_indirect / pop_aligned - 1) < 1e-6
assert pop_small > 2 * pop_aligned


# ---- Smooth junction: does a distortion of the valley wave vector open it?
def lead_self_energy(z, onsite, hop):
    a, b = hop.copy(), hop.conj().T.copy()
    surface, bulk = onsite.copy(), onsite.copy()
    for _ in range(45):
        g = np.linalg.inv(z * I2 - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface, bulk = surface + agb, bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
    return hop @ np.linalg.inv(z * I2 - surface) @ hop.conj().T


def junction_transmission(strength, wavevector):
    x = np.arange(-40, 41)
    drop, width = 1.3, 5.0
    potential = -0.5 * drop * erf(x / (np.sqrt(2) * width))
    mixing = strength * np.cos(wavevector * x) * np.exp(-x**2 / (2 * 6.0**2))
    h, hop = chain(potential, mixing, COMMON, HALF_GAP, SPEED)
    z = 1e-8j
    left = lead_self_energy(z, HALF_GAP * SZ + 0.5 * drop * I2, hop.conj().T)
    right = lead_self_energy(z, HALF_GAP * SZ - 0.5 * drop * I2, hop)
    a = z * np.eye(len(h)) - h
    a[:2, :2] -= left
    a[-2:, -2:] -= right
    source = np.zeros((len(h), 2), complex)
    source[-2:] = I2
    g = np.linalg.solve(a, source)[:2]
    gl = 1j * (left - left.conj().T)
    gr = 1j * (right - right.conj().T)
    return np.trace(gl @ g @ gr @ g.conj().T).real


t_none = junction_transmission(0.0, 0.0)
t_centre = junction_transmission(0.02, 0.0)
t_valley = junction_transmission(0.02, PI)
t_double = junction_transmission(0.04, PI)
assert t_valley > 1e4 * max(abs(t_none), abs(t_centre))
assert abs(t_double / t_valley - 4) < 0.12  # next order in the distortion


# ---- Direct probability from the time-dependent four-component equation
def evolved_probability(gap, mr, force, kperp):
    speed = 0.5 * np.sqrt(gap / mr)
    ax, ay, beta = np.kron(SX, SX), np.kron(SX, SY), np.kron(SZ, I2)
    fixed = 0.5 * gap * beta + speed * kperp * ay
    kmax = 25.0

    def ham(t):
        return fixed - speed * force * t * ax
    t_end = kmax / force
    start = np.linalg.eigh(ham(-t_end))[1][:, 0].astype(complex)
    sol = solve_ivp(lambda t, y: -1j * (ham(t) @ y), (-t_end, t_end), start,
                    method='DOP853', rtol=1e-9, atol=1e-11)
    final = np.linalg.eigh(ham(t_end))[1][:, 2:]
    return np.sum(np.abs(final.conj().T @ sol.y[:, -1])**2)


lz_checks = []
for gap_t, kp_t in ((1.6, 0.0), (1.6, 0.5), (2.2, 0.3)):
    numeric = evolved_probability(gap_t, 0.4, 1.0, kp_t)
    formula = direct_probability(gap_t, 0.4, 1.0, kp_t)
    lz_checks.append(abs(numeric / formula - 1))
assert max(lz_checks) < 5e-3  # finite start and end times

# ---- Phonon sum makes the interaction local: explicit sum over wave vectors
n = 16
sites = np.arange(n)
off = -0.5 * np.ones(n - 1)
lower_state = eigh_tridiagonal(0.2 * sites, off)[1][:, 3]
upper_state = eigh_tridiagonal(-0.3 * sites, off)[1][:, 5]
explicit = sum(abs(np.sum(upper_state * np.exp(2j * PI * q * sites / n)
                          * lower_state))**2 for q in range(n)) / n
assert abs(explicit - np.sum(lower_state**2 * upper_state**2)) < 1e-12

# ---- Local density of states from finite-difference eigenstates
mass_t, force_t, h_t, smear = 0.7, 0.4, 0.02, 0.25
xg = np.arange(-36.0, 15.0, h_t)
kin = 1 / (2 * mass_t * h_t**2)
levels, vectors = eigh_tridiagonal(2 * kin + force_t * xg,
                                   -kin * np.ones(len(xg) - 1),
                                   select='v', select_range=(-30.0, 2.5))
ip = np.argmin(abs(xg - 3.6))
weight = 0.5 * erfc(levels / (np.sqrt(2) * smear))
ldos_states = mass_t / (2 * PI) * np.sum(weight * vectors[ip]**2) / h_t
ldos_airy = quad(lambda e: np.exp(-e**2 / (2 * smear**2))
                 / (np.sqrt(2 * PI) * smear)
                 * local_density(force_t * xg[ip] - e, mass_t, force_t),
                 -8 * smear, 8 * smear, epsabs=1e-13, limit=200)[0]
ldos_error = abs(ldos_states / ldos_airy - 1)
assert ldos_error < 3e-3  # finite grid spacing

# ---- Closed indirect formula against the full integral, unequal masses
mv_t, mc_t, b_t = 0.3, 0.15, 0.042
mr_t = mv_t * mc_t / (mv_t + mc_t)
deviations = []
for f_t in (8e-5, 2e-5):
    full, peak = indirect_full(b_t, mv_t, mc_t, f_t, 1.0, 1)
    closed = (indirect_prefactor(b_t, mv_t, mc_t, f_t, 1.0, 1)
              * np.exp(-indirect_exponent(b_t, mr_t, f_t)))
    deviations.append(abs(full / closed - 1))
assert deviations[1] < 0.03 and deviations[1] < 0.5 * deviations[0]
peak_fraction = peak / b_t
peak_expected = mc_t / (mc_t + mv_t)
assert abs(peak_fraction - peak_expected) < 0.01

# ---- Worked example with round silicon-like parameters
gap, mv, mc, valleys = 0.04, 0.2, 0.2, 6
omega, deformation, density = 0.002, 0.1, 400.0
force, temperature, big_gap = 2e-4, 300.0, 0.12
mr = mv * mc / (mv + mc)
hartree = const.physical_constants['Hartree energy'][0]
bohr = const.physical_constants['Bohr radius'][0]
t_au = const.physical_constants['atomic unit of time'][0]
f_au = const.physical_constants['atomic unit of electric field'][0]
to_cm = 1 / ((100 * bohr)**3 * t_au)
kt = const.k * temperature / hartree
occupation = 1 / np.expm1(omega / kt)
base = deformation**2 / (2 * density * omega)

g_direct = direct_rate(gap, mr, force)
speed = 0.5 * np.sqrt(gap / mr)
summed = 2 * force / (2 * PI) * quad(
    lambda u: u * np.sqrt(force / speed) * direct_probability(
        gap, mr, force, u * np.sqrt(force / speed)) / direct_probability(
        gap, mr, force, 0) * np.sqrt(force / speed) / (2 * PI), 0, 8)[0]
assert abs(summed / direct_prefactor(gap, mr, force) - 1) < 1e-8


def indirect_parts(f):
    em = indirect_full(gap + omega, mv, mc, f, base * (occupation + 1), valleys)[0]
    ab = indirect_full(gap - omega, mv, mc, f, base * occupation, valleys)[0]
    return em, ab


g_em, g_ab = indirect_parts(force)
g_cold = g_em / (occupation + 1)
g_total = g_em + g_ab
s_direct = PI * np.sqrt(mr) * gap**1.5 / (2 * force)
s_zero = indirect_exponent(gap, mr, force)
s_em = indirect_exponent(gap + omega, mr, force)
s_ab = indirect_exponent(gap - omega, mr, force)
a_direct = direct_prefactor(gap, mr, force)
a_cold = indirect_prefactor(gap + omega, mv, mc, force, base, valleys)
prefactor_ratio = a_cold / a_direct
branch_factor = np.exp(s_direct - s_zero)
energy_factor = np.exp(s_zero - s_em)
airy_factor = g_cold / (a_cold * np.exp(-s_em))
g_vertical = direct_rate(big_gap, mr, force)
g_light = direct_rate(gap, 0.04, force)
assert g_vertical < g_cold < g_total < g_direct < g_light

print(f"Lattice gap without / with common term: {gap_aligned:.3f} / {gap_indirect:.3f} (model energy)")
print(f"Lattice smallest vertical gap, both cases: {vertical_gap:.3f} (model energy)")
print(f"Elastic conduction population without common term: {pop_aligned:.6e}")
print(f"Elastic conduction population with common term: {pop_indirect:.6e}")
print(f"Same, vertical gap halved: {pop_small:.4e}")
print(f"Junction transmission, no distortion: {t_none:.1e}")
print(f"Junction transmission, zone-centre distortion: {t_centre:.1e}")
print(f"Junction transmission, valley-wave-vector distortion: {t_valley:.3e}")
print(f"Transmission ratio on doubling that distortion: {t_double / t_valley:.3f}")
print(f"Direct probability, largest relative test error: {max(lz_checks):.1e}")
print(f"Local density, relative test error: {ldos_error:.1e}")
print(f"Closed indirect formula, deviation at F=8e-5 / 2e-5: {deviations[0]:.4f} / {deviations[1]:.4f}")
print(f"Phonon position, fraction of barrier, found / predicted: {peak_fraction:.4f} / {peak_expected:.4f}")
print(f"Gap: {gap:.3f} hartree")
print(f"Band masses, each: {mv:.2f} electron masses; reduced mass: {mr:.2f}")
print(f"Number of valleys: {valleys}")
print(f"Phonon energy: {omega:.4f} hartree")
print(f"Deformation potential: {deformation:.2f} hartree/bohr")
print(f"Mass density: {density:.0f} electron masses/bohr^3")
print(f"Field: {force:.1e} a.u. = {force * f_au / 1e8:.3f} MV/cm")
print(f"Gap divided by field: {gap / force:.0f} bohr")
print(f"Temperature: {temperature:.0f} K; thermal energy: {kt:.4e} hartree")
print(f"Phonon occupation: {occupation:.4f}")
print(f"Coupling D^2/(2 rho w): {base:.5f} a.u.")
print(f"Exponent, direct: {s_direct:.3f}")
print(f"Exponent, indirect with phonon energy set to zero: {s_zero:.3f}")
print(f"Exponent, phonon emission: {s_em:.3f}")
print(f"Exponent, phonon absorption: {s_ab:.3f}")
print(f"Prefactor, direct: {a_direct:.4e} a.u.")
print(f"Prefactor, emission at zero temperature: {a_cold:.4e} a.u.")
print(f"Prefactor ratio indirect/direct: {prefactor_ratio:.3e}")
print(f"Branch-connection factor: {branch_factor:.3e}")
print(f"Phonon-energy factor: {energy_factor:.3e}")
print(f"Full-integral correction factor: {airy_factor:.4f}")
print(f"Rate ratio indirect/direct, zero temperature: {g_cold / g_direct:.3e}")
print(f"Rate, direct: {g_direct:.3e} a.u. = {g_direct * to_cm:.3e} cm^-3 s^-1")
print(f"Rate, indirect, 0 K: {g_cold:.3e} a.u. = {g_cold * to_cm:.3e} cm^-3 s^-1")
print(f"Rate, emission, 300 K: {g_em:.3e} a.u.")
print(f"Rate, absorption, 300 K: {g_ab:.3e} a.u.")
print(f"Rate, indirect, 300 K: {g_total:.3e} a.u. = {g_total * to_cm:.3e} cm^-3 s^-1")
print(f"Rate ratio indirect/direct, 300 K: {g_total / g_direct:.3e}")
print(f"Elastic rate across vertical gap {big_gap:.2f} hartree: {g_vertical:.3e} a.u.")
print(f"Direct rate with reduced mass 0.04: {g_light:.3e} a.u.")
for f in (1e-4, 2e-4, 4e-4):
    em, ab = indirect_parts(f)
    d = direct_rate(gap, mr, f)
    print(f"Field {f:.0e} a.u.: indirect/direct at 0 K {em / (occupation + 1) / d:.3e}, "
          f"300 K {(em + ab) / d:.3e}; absorption/emission {ab / em:.3f}")
print("success")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 148, in <module>
    assert abs(t_double / t_valley - 4) < 0.12  # next order in the distortion
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failing test expected the junction transmission to grow fourfold when the valley-wave-vector distortion doubles, which is only the weak-coupling limit. The strengths 0.02 and 0.04 appear to be too large for it, because the distortion acts where the two evanescent branches have equal decay constants, so higher orders matter there. The fourfold law is now tested at 0.0025 and 0.005 with the same tolerance of 0.12; a new test requires the deviation there to be under a tenth of that at the old strengths, and both ratios are printed, so the old pair is still shown but no longer held to the fourfold law. Separately, the quadrature over transverse momentum, not yet reached in the failed run, now uses a relative error target, since its default absolute target was too coarse for so small an integral.

Repair:

```diff
@@ -144,7 +144,10 @@
 t_centre = junction_transmission(0.02, 0.0)
 t_valley = junction_transmission(0.02, PI)
-t_double = junction_transmission(0.04, PI)
 assert t_valley > 1e4 * max(abs(t_none), abs(t_centre))
-assert abs(t_double / t_valley - 4) < 0.12  # next order in the distortion
+# The square law belongs to the weak limit; departures must fade towards it.
+ratio_strong = junction_transmission(0.04, PI) / t_valley
+ratio_weak = junction_transmission(0.005, PI) / junction_transmission(0.0025, PI)
+assert abs(ratio_weak - 4) < 0.12
+assert abs(ratio_weak - 4) < 0.1 * abs(ratio_strong - 4)
 
 
@@ -228,10 +231,11 @@
 base = deformation**2 / (2 * density * omega)
 
+# Sum of the direct probability over transverse momentum, k = u*k_unit
 g_direct = direct_rate(gap, mr, force)
-speed = 0.5 * np.sqrt(gap / mr)
-summed = 2 * force / (2 * PI) * quad(
-    lambda u: u * np.sqrt(force / speed) * direct_probability(
-        gap, mr, force, u * np.sqrt(force / speed)) / direct_probability(
-        gap, mr, force, 0) * np.sqrt(force / speed) / (2 * PI), 0, 8)[0]
+k_unit = np.sqrt(force / (0.5 * np.sqrt(gap / mr)))
+p_centre = direct_probability(gap, mr, force, 0)
+transverse = quad(lambda u: u * direct_probability(gap, mr, force, u * k_unit)
+                  / p_centre, 0, 8, epsabs=0, epsrel=1e-11, limit=200)[0]
+summed = 2 * force / (2 * PI) * k_unit**2 / (2 * PI) * transverse
 assert abs(summed / direct_prefactor(gap, mr, force) - 1) < 1e-8
 
@@ -266,7 +270,8 @@
 print(f"Same, vertical gap halved: {pop_small:.4e}")
 print(f"Junction transmission, no distortion: {t_none:.1e}")
-print(f"Junction transmission, zone-centre distortion: {t_centre:.1e}")
-print(f"Junction transmission, valley-wave-vector distortion: {t_valley:.3e}")
-print(f"Transmission ratio on doubling that distortion: {t_double / t_valley:.3f}")
+print(f"Junction transmission, zone-centre distortion 0.02: {t_centre:.1e}")
+print(f"Junction transmission, valley-wave-vector distortion 0.02: {t_valley:.3e}")
+print(f"Transmission ratio, distortion 0.0025 to 0.005: {ratio_weak:.4f}")
+print(f"Transmission ratio, distortion 0.02 to 0.04: {ratio_strong:.4f}")
 print(f"Direct probability, largest relative test error: {max(lz_checks):.1e}")
 print(f"Local density, relative test error: {ldos_error:.1e}")
```

After the repair:

```
Lattice gap without / with common term: 2.000 / 0.700 (model energy)
Lattice smallest vertical gap, both cases: 2.000 (model energy)
Elastic conduction population without common term: 2.461244e-02
Elastic conduction population with common term: 2.461244e-02
Same, vertical gap halved: 3.1324e-01
Junction transmission, no distortion: 4.2e-37
Junction transmission, zone-centre distortion 0.02: 1.6e-24
Junction transmission, valley-wave-vector distortion 0.02: 3.456e-06
Transmission ratio, distortion 0.0025 to 0.005: 3.9963
Transmission ratio, distortion 0.02 to 0.04: 3.7700
Direct probability, largest relative test error: 1.8e-04
Local density, relative test error: 6.1e-06
Closed indirect formula, deviation at F=8e-5 / 2e-5: 0.0380 / 0.0099
Phonon position, fraction of barrier, found / predicted: 0.3316 / 0.3333
Gap: 0.040 hartree
Band masses, each: 0.20 electron masses; reduced mass: 0.10
Number of valleys: 6
Phonon energy: 0.0020 hartree
Deformation potential: 0.10 hartree/bohr
Mass density: 400 electron masses/bohr^3
Field: 2.0e-04 a.u. = 1.028 MV/cm
Gap divided by field: 200 bohr
Temperature: 300 K; thermal energy: 9.5004e-04 hartree
Phonon occupation: 0.1387
Coupling D^2/(2 rho w): 0.00625 a.u.
Exponent, direct: 19.869
Exponent, indirect with phonon energy set to zero: 23.851
Exponent, phonon emission: 25.662
Exponent, phonon absorption: 22.085
Prefactor, direct: 1.0199e-09 a.u.
Prefactor, emission at zero temperature: 8.2265e-13 a.u.
Prefactor ratio indirect/direct: 8.066e-04
Branch-connection factor: 1.864e-02
Phonon-energy factor: 1.635e-01
Full-integral correction factor: 0.9116
Rate ratio indirect/direct, zero temperature: 2.241e-06
Rate, direct: 2.396e-18 a.u. = 6.684e+23 cm^-3 s^-1
Rate, indirect, 0 K: 5.370e-24 a.u. = 1.498e+18 cm^-3 s^-1
Rate, emission, 300 K: 6.115e-24 a.u.
Rate, absorption, 300 K: 3.132e-23 a.u.
Rate, indirect, 300 K: 3.743e-23 a.u. = 1.044e+19 cm^-3 s^-1
Rate ratio indirect/direct, 300 K: 1.562e-05
Elastic rate across vertical gap 0.12 hartree: 8.551e-55 a.u.
Direct rate with reduced mass 0.04: 2.249e-15 a.u.
Field 1e-04 a.u.: indirect/direct at 0 K 5.050e-09, 300 K 1.066e-06; absorption/emission 184.421
Field 2e-04 a.u.: indirect/direct at 0 K 2.241e-06, 300 K 1.562e-05; absorption/emission 5.122
Field 4e-04 a.u.: indirect/direct at 0 K 5.296e-05, 300 K 1.114e-04; absorption/emission 0.847
success
```
